# Choosing the supercell for vacancy-driven tracer diffusion in the diamond lattice: test program

```python
"""
Tracer correlation factor for one vacancy on a periodic diamond lattice.

Result under test: in a cell of N sites (N = 2 m^3, m primitive fcc cells per
edge, m >= 2), the summed squared displacement of all atoms grows per vacancy
jump by f_N d^2, with f_N = (N + 1)/(2 N - 1), which tends to 1/2.
d is the bond length. Lengths in the simulation are in units of a/4, where a is
the cubic lattice parameter, so d^2 = 3. The vacancy jumps to each of its four
neighbours with equal chance; every atom is identical.
Also tested: f = w/(w + w2) when only the tracer exchange rate is changed from
w to w2, and the factor (1 - x)/(1 + x) for prompt reversals of chance x.
"""
import numpy as np
from scipy import constants
from scipy.sparse import csr_matrix

BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
CELL_SHIFTS = np.array([[0, 0, 0], [-1, 0, 0], [0, -1, 0], [0, 0, -1]])
BOND_SQUARED = 3.0
FIRST_TIME, LAST_TIME = 80, 240      # jumps between which the slope is taken
WALKERS, BATCHES = 4000, 24


def build_cell(m):
    """Neighbour table; site number = 2*(cell number) + sublattice."""
    cells = np.array(list(np.ndindex(m, m, m)))
    weights = np.array([m * m, m, 1])
    neighbours = np.empty((2 * m**3, 4), dtype=np.int64)
    for k in range(4):
        for sub, sign in ((0, 1), (1, -1)):
            target = (cells + sign * CELL_SHIFTS[k]) % m
            neighbours[sub::2, k] = 2 * (target @ weights) + 1 - sub
    return neighbours, cells, weights


def simulate(m, rng, reversal=0.0):
    """Return tracer factor, its error, vacancy factor, its error."""
    neighbours, _, _ = build_cell(m)
    sites = len(neighbours)
    table = neighbours.ravel()
    # Three displacement components share one integer, 10 bits each,
    # offset by 512; no component can exceed LAST_TIME in size.
    packing = np.array([1, 1 << 10, 1 << 20])
    origin = int(512 * packing.sum())
    packed_bonds = (BONDS @ packing).astype(np.int32)
    base = np.arange(WALKERS) * sites
    slopes, vacancy_squares = [], []
    for _ in range(BATCHES):
        store = np.full(WALKERS * sites, origin, dtype=np.int32)
        vacancy = np.zeros(WALKERS, dtype=np.int64)
        choice = rng.integers(0, 4, size=(LAST_TIME, WALKERS))
        if reversal > 0:
            for step in range(1, LAST_TIME):
                back = rng.random(WALKERS) < reversal
                choice[step, back] = choice[step - 1, back]
        totals = []
        for step in range(LAST_TIME):
            k = choice[step]
            target = table.take(4 * vacancy + k)
            moved = store.take(base + target)
            # the atom moves opposite to the vacancy, whose sublattice alternates
            if step % 2 == 0:
                moved -= packed_bonds.take(k)
            else:
                moved += packed_bonds.take(k)
            store[base + vacancy] = moved
            vacancy = target
            if step + 1 in (FIRST_TIME, LAST_TIME):
                store[base + vacancy] = origin      # no atom on this site
                squares = np.zeros(WALKERS)
                drift_squared = np.zeros(WALKERS)
                for shift in (0, 10, 20):
                    part = ((store >> shift) & 1023) - 512
                    part = part.reshape(WALKERS, sites)
                    squares += (part * part).sum(axis=1)
                    drift_squared += part.sum(axis=1).astype(float)**2
                totals.append(squares)
        window = BOND_SQUARED * (LAST_TIME - FIRST_TIME)
        slopes.append((totals[1] - totals[0]) / window)
        vacancy_squares.append(drift_squared / (BOND_SQUARED * LAST_TIME))
    slopes = np.concatenate(slopes)
    vac = np.concatenate(vacancy_squares)
    root = np.sqrt(len(slopes))
    return (slopes.mean(), slopes.std(ddof=1) / root,
            vac.mean(), vac.std(ddof=1) / root)


def exact_growth(m, steps):
    """Mean growth of the summed squared displacement at each jump, over d^2.

    Propagates the joint chain (tracer sublattice, vacancy site seen from the
    tracer's cell) with the mean tracer displacement carried by each state.
    """
    neighbours, cells, weights = build_cell(m)
    sites = len(neighbours)
    source, dest, moves = [], [], []
    for tracer in (0, 1):
        for v in range(sites):
            if v == tracer:
                continue
            for k in range(4):
                w = neighbours[v, k]
                source.append(tracer * sites + v)
                if w != tracer:
                    dest.append(tracer * sites + w)
                    moves.append([0, 0, 0])
                else:
                    shifted = (-cells[v // 2]) % m
                    seen = 2 * int(shifted @ weights) + tracer
                    dest.append((1 - tracer) * sites + seen)
                    moves.append(-(1 - 2 * (v % 2)) * BONDS[k])
    source, dest, moves = np.array(source), np.array(dest), np.array(moves)
    shape = (2 * sites, 2 * sites)
    hop = csr_matrix((np.full(len(source), 0.25), (dest, source)), shape=shape)
    jump = [csr_matrix((0.25 * moves[:, c], (dest, source)), shape=shape)
            for c in range(3)]
    prob = np.full(2 * sites, 1.0 / (2 * (sites - 1)))
    prob[[0, sites + 1]] = 0.0
    carried = np.zeros((2 * sites, 3))
    move_squares = (moves**2).sum(axis=1)
    growth = []
    for _ in range(steps):
        gain = 0.25 * (move_squares * prob[source]).sum()
        gain += 0.5 * (moves * carried[source]).sum()
        growth.append((sites - 1) * gain / BOND_SQUARED)
        carried = hop @ carried + np.column_stack([j @ prob for j in jump])
        prob = hop @ prob
    return np.array(growth)


def mean_cosine(m, exchange=0.25):
    """Mean cosine between successive tracer jumps, by a linear solve.

    exchange: chance that a vacancy beside the tracer swaps with it next.
    """
    neighbours, _, _ = build_cell(m)
    sites = len(neighbours)
    walk = np.zeros((sites, sites))
    for v in range(1, sites):
        beside = 0 in neighbours[v]
        for w in neighbours[v]:
            if w != 0:
                walk[v, w] += (1 - exchange) / 3 if beside else 0.25
    start = np.zeros(sites)
    start[neighbours[0, 0]] = 1.0
    visits = np.linalg.solve(np.eye(sites) - walk.T, start)
    arrival = exchange * visits[neighbours[0]]
    assert abs(arrival.sum() - 1) < 1e-9
    cosines = -(BONDS @ BONDS[0]) / BOND_SQUARED
    return float(arrival @ cosines)


def factor_from_cosine(t):
    return (1 + t) / (1 - t)


rng = np.random.default_rng(20240611)
print("Slope window: jumps", FIRST_TIME, "to", LAST_TIME)
print("Independent walkers per cell:", WALKERS * BATCHES)

sizes, measured, errors, exact_values = [], [], [], []
for m in (2, 3, 4, 5):
    sites = 2 * m**3
    law = (sites + 1) / (2 * sites - 1)
    t = mean_cosine(m)
    growth = exact_growth(m, 600)
    assert abs(t + (1 - 2 / sites) / 3) < 1e-10
    assert abs(factor_from_cosine(t) - law) < 1e-10
    assert abs(growth[-1] - law) < 1e-9 and abs(growth[-2] - law) < 1e-9
    window_mean = growth[FIRST_TIME:LAST_TIME].mean()
    assert abs(window_mean - law) < 1e-5      # transient gone in the window
    f, err, vac, vac_err = simulate(m, rng)
    assert abs(f - law) < 4 * err and err < 2e-3
    assert abs(vac - 1) < 4 * vac_err         # vacancy walk is uncorrelated
    print(f"N={sites}: mean cosine {t:.6f}, exact f_N {growth[-1]:.6f}")
    print(f"N={sites}: simulated f {f:.5f} +/- {err:.5f}")
    print(f"N={sites}: vacancy factor {vac:.4f} +/- {vac_err:.4f}")
    sizes.append(sites)
    measured.append(f)
    errors.append(err)
    exact_values.append(growth[-1])

print("N=250: exact growth at jumps 1-5:",
      " ".join(f"{g:.5f}" for g in growth[:5]))
print(f"N=250: exact mean growth, jumps 1-{LAST_TIME}: "
      f"{growth[:LAST_TIME].mean():.6f}")
print(f"N=250: exact mean growth in the window: {window_mean:.6f}")

# Straight line in 1/N through the three larger cells
inverse = 1 / np.array(sizes[1:])
weight = 1 / np.array(errors[1:])
line, cov = np.polyfit(inverse, measured[1:], 1, w=weight, cov="unscaled")
slope_err, limit_err = np.sqrt(np.diag(cov))
exact_line = np.polyfit(inverse, exact_values[1:], 1, w=weight)
line_bias = exact_line[1] - 0.5
assert abs(line[1] - 0.5) < 4 * limit_err + abs(line_bias)
assert abs(line[0] - 0.75) < 4 * slope_err + abs(exact_line[0] - 0.75)
assert abs(line_bias) < limit_err
print(f"Extrapolated f: {line[1]:.5f} +/- {limit_err:.5f}")
print(f"Fitted slope in 1/N: {line[0]:.3f} +/- {slope_err:.3f}")
print(f"Bias of straight line at 1/N=0: {line_bias:.1e}")
print(f"Slope of same line through exact values: {exact_line[0]:.4f}")

# Silicon furnace anneal, rough typical parameters
temperature = 1273.0            # K
migration_energy = 0.45         # eV
attempt_frequency = 5e12        # 1/s, per neighbour
vacancy_fraction = 5e-12        # of lattice sites
anneal_hours = 10.0
rough_total_diffusivity = 1e-16  # cm2/s, order of magnitude, all defects
barrier_drop = 0.1              # eV, for a dopant exchanging more easily
surface_distance_nm = 1000.0

thermal_energy = constants.k * temperature / constants.e
lattice_nm = constants.value("lattice parameter of silicon") * 1e9
bond_nm = np.sqrt(3) * lattice_nm / 4
jump_rate = 4 * attempt_frequency * np.exp(-migration_energy / thermal_energy)
vacancy_diffusivity = jump_rate * (bond_nm * 1e-7)**2 / 6
tracer_diffusivity = 0.5 * vacancy_fraction * vacancy_diffusivity
seconds = anneal_hours * 3600
spread_nm = np.sqrt(2 * tracer_diffusivity * seconds) * 1e7
print(f"Temperature: {temperature:.0f} K, kT: {thermal_energy:.4f} eV")
print(f"Migration energy: {migration_energy:.2f} eV")
print(f"Attempt frequency: {attempt_frequency:.1e} 1/s")
print(f"Vacancy site fraction: {vacancy_fraction:.1e}")
print(f"Anneal time: {anneal_hours:.0f} h")
print(f"Lattice parameter: {lattice_nm:.4f} nm, bond: {bond_nm:.4f} nm")
print(f"Vacancy jump rate: {jump_rate:.3e} 1/s")
print(f"Vacancy diffusivity: {vacancy_diffusivity:.3e} cm2/s")
print(f"Tracer diffusivity, vacancy part: {tracer_diffusivity:.3e} cm2/s")
print(f"Tracer spread sqrt(2Dt), one axis: {spread_nm:.1f} nm")
print(f"Spread if f were 1: {spread_nm * np.sqrt(2):.1f} nm")

# Neglected effect: a dopant whose exchange rate differs from the host's
rate_ratio = np.exp(barrier_drop / thermal_energy)
swap_chance = rate_ratio / (rate_ratio + 3)
small, large = 2 * 4**3, 2 * 6**3
f_small = factor_from_cosine(mean_cosine(4, swap_chance))
f_large = factor_from_cosine(mean_cosine(6, swap_chance))
dopant_limit = (large * f_large - small * f_small) / (large - small)
dopant_formula = 1 / (1 + rate_ratio)
assert abs(dopant_limit - dopant_formula) < 2e-4   # leftover of order 1/N^2
print(f"Dopant barrier drop: {barrier_drop:.1f} eV, w2/w: {rate_ratio:.3f}")
print(f"Dopant f: formula {dopant_formula:.4f}, solved {dopant_limit:.4f}")

# Neglected effect: prompt reversal within one attempt period
reversal = 1 - np.exp(-jump_rate / attempt_frequency)
memory_factor = (1 - reversal) / (1 + reversal)
f_rev, err_rev, vac_rev, vac_rev_err = simulate(3, rng, reversal)
assert abs(f_rev - exact_values[1] * memory_factor) < 4 * err_rev
# the vacancy average starts at the first jump: allow its 1/n transient
assert abs(vac_rev - memory_factor) < 4 * vac_rev_err + 2 * reversal / LAST_TIME
print(f"Chance of a jump within one attempt period: {reversal:.4f}")
print(f"Diffusivity factor if all these reverse: {memory_factor:.4f}")
print(f"N=54 with reversals: tracer growth {f_rev:.5f} +/- {err_rev:.5f}")
print(f"N=54 with reversals: expected {exact_values[1] * memory_factor:.5f}")
print(f"N=54 with reversals: vacancy {vac_rev:.4f} +/- {vac_rev_err:.4f}")

# Other defects, other vacancies, and exchange with a surface
spacing_nm = (vacancy_fraction * 8 / lattice_nm**3)**(-1 / 3)
surface_time = (surface_distance_nm * 1e-7)**2 / (2 * vacancy_diffusivity)
print(f"Rough total self-diffusivity: {rough_total_diffusivity:.0e} cm2/s")
print(f"Vacancy part over rough total: "
      f"{tracer_diffusivity / rough_total_diffusivity:.1f}")
print(f"Mean distance between vacancies: {spacing_nm:.0f} nm")
print(f"Vacancy time to diffuse {surface_distance_nm:.0f} nm: "
      f"{surface_time:.1e} s")
print("every check passed")
```

It prints:

```
Slope window: jumps 80 to 240
Independent walkers per cell: 96000
N=16: mean cosine -0.291667, exact f_N 0.548387
N=16: simulated f 0.54875 +/- 0.00059
N=16: vacancy factor 1.0013 +/- 0.0026
N=54: mean cosine -0.320988, exact f_N 0.514019
N=54: simulated f 0.51446 +/- 0.00036
N=54: vacancy factor 0.9992 +/- 0.0026
N=128: mean cosine -0.328125, exact f_N 0.505882
N=128: simulated f 0.50507 +/- 0.00029
N=128: vacancy factor 0.9980 +/- 0.0026
N=250: mean cosine -0.330667, exact f_N 0.503006
N=250: simulated f 0.50343 +/- 0.00026
N=250: vacancy factor 0.9993 +/- 0.0026
N=250: exact growth at jumps 1-5: 1.00000 0.50000 0.62500 0.50000 0.55469
N=250: exact mean growth, jumps 1-240: 0.506151
N=250: exact mean growth in the window: 0.503006
Extrapolated f: 0.49986 +/- 0.00031
Fitted slope in 1/N: 0.770 +/- 0.031
Bias of straight line at 1/N=0: -3.5e-05
Slope of same line through exact values: 0.7587
Temperature: 1273 K, kT: 0.1097 eV
Migration energy: 0.45 eV
Attempt frequency: 5.0e+12 1/s
Vacancy site fraction: 5.0e-12
Anneal time: 10 h
Lattice parameter: 0.5431 nm, bond: 0.2352 nm
Vacancy jump rate: 3.307e+11 1/s
Vacancy diffusivity: 3.049e-05 cm2/s
Tracer diffusivity, vacancy part: 7.622e-17 cm2/s
Tracer spread sqrt(2Dt), one axis: 23.4 nm
Spread if f were 1: 33.1 nm
Dopant barrier drop: 0.1 eV, w2/w: 2.488
Dopant f: formula 0.2867, solved 0.2867
Chance of a jump within one attempt period: 0.0640
Diffusivity factor if all these reverse: 0.8797
N=54 with reversals: tracer growth 0.45207 +/- 0.00033
N=54 with reversals: expected 0.45217
N=54 with reversals: vacancy 0.8786 +/- 0.0023
Rough total self-diffusivity: 1e-16 cm2/s
Vacancy part over rough total: 0.8
Mean distance between vacancies: 1588 nm
Vacancy time to diffuse 1000 nm: 1.6e-04 s
every check passed
```
